# The least action for climbing to a saddle, part 1

(Sections cited here and not found follow in the second part.)

## First half: the bound and the path that approaches it

An atom in a crystal spends most of its time near a minimum $A$ of its potential energy $V(x)$. Now and then thermal noise carries it up to a saddle $S$, from which it can fall into another well. The problem is to find what such a climb costs in probability, and along which path it happens.

The coordinate $x$ has $d$ components and obeys the overdamped Langevin equation

$$\gamma\dot x=-\nabla V(x)+\sqrt{2\gamma k_BT}\;\eta(t).$$

Here $\gamma$ is a constant scalar friction in kg/s, $T$ is the temperature, and $\eta$ is white noise whose components are independent, with $\langle\eta_i(t)\eta_j(t')\rangle=\delta_{ij}\delta(t-t')$. The potential is smooth and rises without limit at large distance. A minimum and a saddle are both critical points, $\nabla V=0$. The saddle has one direction of negative curvature and otherwise positive curvatures.

### (a) What weight does the noise give to a path?

**Question.** Find the leading exponent of the probability that $x$ stays close to a given smooth path for a time $t_f$, when $T$ is small. Check its numerical factor on a harmonic well.

**Solution.** In a short step $\Delta t$ the equation of motion gives

$$\Delta x=-\frac{\nabla V}{\gamma}\Delta t+\xi .$$

The random part $\xi$ is the integral of $\sqrt{2k_BT/\gamma}\,\eta$ over the step. It is Gaussian, and each component has variance $2k_BT\Delta t/\gamma$. A Gaussian of variance $\sigma^2$ has the exponent $-|\xi|^2/(2\sigma^2)$, so the density of one step is proportional to

$$\exp\left[-\frac{\gamma}{4k_BT\,\Delta t}\left|\Delta x+\frac{\nabla V}{\gamma}\Delta t\right|^2\right].$$

Steps are independent, so their densities multiply and the exponents add. Taking $\Delta t^2$ out of the square leaves a sum over $\Delta t$, which becomes an integral on a smooth path. The weight is $\exp(-\mathcal S/k_BT)$ with

$$\mathcal S[x]=\frac{\gamma}{4}\int_0^{t_f}\left|\dot x+\frac{\nabla V}{\gamma}\right|^2dt. \tag{1}$$

This is the Freidlin-Wentzell action, normalized here to be an energy. It vanishes when the path follows the noise-free motion $\dot x=-\nabla V/\gamma$, and otherwise it measures the noise that the path needs.

The exponent is meant to leading order as $T\to0$: first the temperature goes to zero for a thin tube around the path, then the tube is narrowed. The limit of small steps is taken here on smooth paths. That it may be exchanged with the limit of low temperature is the content of the Freidlin-Wentzell theorem, which is used and not proved here.

The choice of the point at which $\nabla V$ is evaluated within a step does not affect this order. The cross term in the exponent is $-\Delta x\cdot\nabla V/(2k_BT)$. Moving from the start of the step to its middle changes $\nabla V$ by $\frac12H\Delta x$, where $H$ is the matrix of second derivatives. The exponent changes by $-\Delta x\cdot H\Delta x/(4k_BT)$. Since $\langle\Delta x_i\Delta x_j\rangle\approx(2k_BT\Delta t/\gamma)\delta_{ij}$, its mean is $-\nabla^2V\,\Delta t/(2\gamma)$. The temperature has cancelled, so this is a correction to the prefactor, while $\mathcal S/k_BT$ grows without limit as $T\to0$.

For the check, take $V=\frac12\kappa x^2$ in one dimension and start at $x=0$. The variance of $x$ obeys

$$\frac{d\sigma^2}{dt}=-\frac{2\kappa}{\gamma}\sigma^2+\frac{2k_BT}{\gamma},\qquad
\sigma^2=\frac{k_BT}{\kappa}\left(1-e^{-2\kappa t/\gamma}\right).$$

The probability density at $X$ therefore has the exponent $-X^2/(2\sigma^2)$, which corresponds to the cost

$$\frac{k_BT\,X^2}{2\sigma^2}=\frac{\kappa X^2}{2(1-e^{-2\kappa t_f/\gamma})}.$$

The action must have this as its minimum. Put $r=\kappa/\gamma$ and $u=\dot x+rx$. Solving for $x$ gives $X=\int_0^{t_f}e^{-r(t_f-t)}u\,dt$, and the Cauchy-Schwarz inequality gives

$$X^2\le\frac{1-e^{-2rt_f}}{2r}\int_0^{t_f}u^2dt .$$

Since $\mathcal S=(\gamma/4)\int u^2dt$, it follows that $\mathcal S\ge\gamma rX^2/[2(1-e^{-2rt_f})]$, with equality for $u\propto e^{-r(t_f-t)}$. Because $\gamma r=\kappa$, the two costs agree, and the factor $1/4$ in (1) is confirmed.

For $\kappa=300$ eV/nm², $X=0.030$ nm, $t_f=0.030$ ps and $\gamma=12.17$ eV ps/nm², a step-by-step sum of the noise variance gives 0.1748 eV. Direct minimization of (1) gives the same figure.

### (b) What is the least that a climb can cost?

**Question.** Complete the square in (1) so that the energy gained appears by itself. Deduce a lower bound for a climb, and a bound for a path that ends in another well.

**Solution.** Write $b=\nabla V/\gamma$. Expanding both squares shows that

$$|\dot x+b|^2-|\dot x-b|^2=4\,\dot x\cdot b .$$

Multiply by $\gamma/4$ and integrate. The right-hand side becomes $\int\dot x\cdot\nabla V\,dt$. By the chain rule its integrand is $dV(x(t))/dt$, so the integral depends on the two ends alone:

$$\mathcal S[x]=V(x(t_f))-V(x(0))+R[x],\qquad
R[x]=\frac{\gamma}{4}\int_0^{t_f}\left|\dot x-\frac{\nabla V}{\gamma}\right|^2dt. \tag{2}$$

The remainder $R$ is never negative. For a climb from $A$ to $S$,

$$\mathcal S\ge V(S)-V(A)\equiv\Delta V. \tag{3}$$

The chain rule was used for paths with a square-integrable velocity. A path without one has infinite action and satisfies the bound as well.

The remainder has a direct meaning. The reversed path $\tilde x(t)=x(t_f-t)$ has the opposite velocity at each point, so inserting it in (1) gives $\mathcal S[\tilde x]=R[x]$. Hence

$$\mathcal S[x]-\mathcal S[\tilde x]=V(x(t_f))-V(x(0)).$$

A path and its reverse have weights in the ratio of the Boltzmann factors of their ends. This is detailed balance, written for whole paths.

The bound can be strengthened. Let the path reach its greatest height at time $t_*$. The integrand of (1) is nonnegative, so the part after $t_*$ cannot lower the cost. Applying (2) up to $t_*$ gives

$$\mathcal S\ge\max_tV(x(t))-V(A). \tag{4}$$

This matters when the path ends in a second well $B$. If $V(B)=V(A)$, the difference between the end energies is zero and gives no useful bound. If every path from $A$ to $B$ must rise at least to $V(S)$, then (4) still demands $\Delta V$.

The step from $\dot x\cdot\nabla V$ to an end-point difference requires a force that is the gradient of an energy. A learned model that predicts forces directly, without an energy behind them, need not have this property. The corresponding integral is then the work along the path, which can depend on the path.

### (c) Can the bound be reached?

**Question.** Decide whether any path of finite duration attains equality in (3). Find when the barrier is nevertheless the greatest lower bound, and what the cheap paths look like.

**Solution.** Equality requires $R=0$, and therefore $\dot x=+\nabla V/\gamma$ throughout. But the path starts at $A$, where $\nabla V=0$. For a smooth potential the solution of this equation with given starting point is unique, and here it is the constant $x=A$. So no climb of finite duration attains equality.

Now suppose that a steepest-descent orbit leaves $S$ and ends at $A$. Run backwards, it obeys $\dot x=+\nabla V/\gamma$, takes infinite time, and has $R=0$ on every finite piece. Cut it at a distance $\rho_1$ from $A$ and $\rho_2$ from $S$, and join the cut ends to the critical points by straight pieces.

On a straight piece of length $\rho$ the force is at most $K\rho$, where $K$ bounds the curvature near both points. If the piece is traversed at constant speed in a time $\theta$, then (1) gives

$$\mathcal S_{\rm end}\le\frac{\gamma\theta}{4}\left(\frac{\rho}{\theta}+\frac{K\rho}{\gamma}\right)^2=K\rho^2\quad\text{for }\theta=\frac{\gamma}{K}.$$

The middle piece costs the energy between its ends, which is less than $\Delta V$. In total

$$\Delta V<\mathcal S\le\Delta V+K(\rho_1^2+\rho_2^2).$$

Letting $\rho_1,\rho_2\to0$ shows that the infimum over paths and durations is the barrier. The duration grows without limit in the process.

Conversely, a path whose excess $R$ is small must resemble the reversed orbit. Look at it backwards, starting from $S$. It obeys $\dot y=-\nabla V/\gamma+e(t)$ with $\int|e|^2dt=4R/\gamma$. Near $S$, to linear order, a component $z$ along a direction of positive curvature $k_+$ obeys $\dot z=-\mu z+e_z$ with $\mu=k_+/\gamma$ and $z(0)=0$. By Cauchy-Schwarz,

$$|z(t)|\le\int_0^te^{-\mu(t-s)}|e|\,ds\le\sqrt{\frac{1}{2\mu}\,\frac{4R}{\gamma}} .$$

The path thus leaves the saddle along its unstable direction. Farther out, let $L$ bound the rate at which $\nabla V/\gamma$ changes with position. Over a time window $t_w$, Gronwall's inequality limits the added separation from the true descent orbit to $e^{Lt_w}\sqrt{4Rt_w/\gamma}$. Both bounds vanish with $R$.

Without some condition on how $S$ and $A$ are connected, the barrier need not be the infimum. Consider one dimension with critical points in the order $A$, $S_1$, $M$, $S_2$, where $M$ is an intermediate minimum. A path from $A$ to $S_2$ passes all of them, and applying (3) to the two climbs gives

$$\mathcal S\ge[V(S_1)-V(A)]+[V(S_2)-V(M)].$$

This exceeds $V(S_2)-V(A)$ by $V(S_1)-V(M)>0$. Energy lost on the way down to $M$ goes to the bath and is not available for the second climb.

### (d) How does this look for a curved valley?

**Question.** With $s(x)=1-x^2/a^2$, consider

$$V(x,y)=V_bs^2+\tfrac12k\,q^2,\qquad q=y-c\,s(x).$$

Take $V_b=1.5$ eV, hop length $2a=0.30$ nm, bow $c=0.05$ nm and $k=800$ eV/nm². Find the critical points, show that the barrier is the infimum, and compare with the least action at finite duration.

**Solution.** Since $ds/dx=-2x/a^2$, the derivatives are

$$\partial_yV=kq,\qquad \partial_xV=-\frac{4V_bx}{a^2}s+\frac{2kcx}{a^2}q .$$

The first vanishes for $q=0$, and then the second requires $xs=0$. The critical points are the wells $(\pm a,0)$ and the saddle $(0,c)$, with $\Delta V=V_b$. At the saddle the curvatures are $-4V_b/a^2=-266.7$ eV/nm² and $k=800$ eV/nm².

On the line $x=0$ the energy is $V_b+\frac12k(y-c)^2\ge V_b$. A descent orbit that leaves the saddle towards $x<0$ has $V<V_b$ and can never cross this line. It stays in a bounded region and must end at a critical point there, of which $A=(-a,0)$ is the only one. The condition of part (c) holds. The orbit is not the valley floor $q=0$: on the floor the gradient points along $x$, while the floor itself is sloped.

The friction follows from a mass of 58.7 u and a damping rate $\gamma/m=20$ ps⁻¹, which give $\gamma=12.17$ eV ps/nm² $=1.95\times10^{-12}$ kg/s. Integrating (1) along the separately computed descent orbit gives less than $10^{-13}$ eV, and 1.5000 eV along its reverse.

The action was also minimized over piecewise-linear paths from $A$ to $S$, starting from a straight line:

| Duration (ps) | Action (eV) | Distance from orbit (nm) |
|---|---|---|
| 0.1 | 1.7601 | $1.8\times10^{-3}$ |
| 0.2 | 1.5284 | $2.1\times10^{-4}$ |
| 0.4 | 1.5003 | $3\times10^{-5}$ |

The distance is the largest one from a corner of the path to the computed points of the orbit. These points are up to about $6\times10^{-5}$ nm apart, so the last entry is set by their spacing and is only an upper limit. Halving the number of segments from 400 to 200 raises the last action by $2\times10^{-5}$ eV. The cost approaches the barrier from above while the path settles on the reversed orbit. A path from one well to the other in 0.8 ps costs 1.5006 eV, although its ends have equal energy.

## Second half: limited time, imperfect paths and real hops

The symbols are those of the first half. The action is $\mathcal S=(\gamma/4)\int|\dot x+\nabla V/\gamma|^2dt$, with friction $\gamma=12.17$ eV ps/nm². It equals the energy gained plus $R=(\gamma/4)\int|\dot x-\nabla V/\gamma|^2dt\ge0$. A climb from the minimum $A$ to the saddle $S$ costs more than the barrier $\Delta V$, and approaches it along the time-reversed descent orbit. The model is $V=V_bs^2+\frac12k(y-cs)^2$ with $s=1-x^2/a^2$, $V_b=1.5$ eV, $a=0.15$ nm, $c=0.05$ nm and $k=800$ eV/nm². Its barrier is $\Delta V=V_b$.

### (e) What does haste cost?

**Question.** Straighten the valley by setting $c=0$. Find the cheapest climb in a given time $t_f$, and the law by which its excess over the barrier vanishes at long times.

We have shown that every climb of finite duration costs more than the barrier, and that when a steepest-descent orbit joins the saddle to the well, the cost can be brought as close to the barrier as desired along the reverse of that orbit. It remains to answer the question just posed about limited time, and then to examine imperfect paths, errors of a learned potential, the mean hopping time and the effect of inertia.
